# Errors in computing finite-bias molecular currents from the zero-bias transmission, part 2

The coherent, spin-degenerate current $I(V)$ through a molecule between two electrodes is compared with the frozen current $I_0^\eta$, which keeps the zero-bias transmission $T(E,0)$. Energies are in eV from $E_F=0$, voltages in V, currents in µA; $e>0$, $eV=\mu_L-\mu_R$, $f(E)=1/(e^{E/k_BT}+1)$, $f_{L,R}(E)=f(E-\mu_{L,R})$, $G_0=2e^2/h=77.481$ µS.

$$I(V)=\frac{2e}{h}\int T(E,V)\,[f_L(E)-f_R(E)]\,dE .\qquad(1)$$

$$I_0^{\eta}(V)=\frac{2e}{h}\int T(E,0)\,\big[f(E-\eta eV)-f(E+(1-\eta)eV)\big]\,dE,\qquad 0\le\eta\le1,\qquad(2)$$

The symmetric convention is $\mu_{L,R}=\pm eV/2$; in (2), $\mu_L=\eta eV$, $\mu_R=-(1-\eta)eV$. NDR means negative differential resistance. Statement (a) is proved; (b)–(e) remain.

Let $T(E,V)\ge0$ be the transmission of a coherent two-terminal junction in the symmetric convention, smooth in $E$ and $V$, and let $W(E,V)=f(E-eV/2)-f(E+eV/2)$.

(a) *Window placement.* The true current does not depend on how the bias is divided between the electrodes. The frozen current does: $I_0^\eta$ is the current of a fictitious junction with $T(E,V)=T(E-\lambda eV,0)$, $\lambda=\tfrac12-\eta$, in which the whole zero-bias curve slides rigidly.

(b) *Rectification.* $I(V)+I(-V)=(2e/h)\int[T(E,V)-T(E,-V)]\,W(E,V)\,dE$. For the frozen current with $\eta=1/2$ this is zero for every $T(E,0)$.

(c) *Slope and size.* $dI_0^\eta/dV\ge0$ for every fixed $\eta$ in $[0,1]$, and $|I_0^\eta|\le(2e/h)\int T(E,0)\,dE$. The true slope has an additional term $(2e/h)\int\partial_VT\;W\,dE$ of either sign, and NDR arises from that term alone.

(d) *Small bias.* $I=G_1V+G_2V^2+O(V^3)$ with $G_1=G_0\int T(E,0)(-f')\,dE$ and $G_2=G_0\int\partial_VT(E,0)(-f')\,dE$. The frozen current has the correct $G_1$ for every $\eta$. For $\eta=1/2$ its error starts at order $V^2$, or at $V^3$ in a mirror-symmetric junction.

(e) *Error bound.* $|I-I_0^{1/2}|\le G_0|V|\,\sup_E|T(E,V)-T(E,0)|$.

Chain leads have hopping $-\beta$, on-site energies $U_L,U_R$, $E-U_L=-2\beta\cos k$, $E-U_R=-2\beta\cos q$, and coupling $-v$ to the molecule. Plane-wave matching gives self-energies $\Sigma_L=-(v^2/\beta)e^{ik}$, $\Sigma_R=-(v^2/\beta)e^{iq}$, widths $\Gamma_{L,R}=-2\,\mathrm{Im}\,\Sigma_{L,R}$ and, for left incidence, a source $-v(1-e^{2ik})$ on which the retarded Green function $G$ acts. Wide-band leads ($\beta\to\infty$, $2v^2/\beta$ fixed) have constant $\Sigma_{L,R}=-i\Gamma_{L,R}/2$. For the two-site bridge, with transmitted amplitude $\tau$,

$$T=|\tau|^2\frac{\sin q}{\sin k}=\frac{v^2}{\beta^2}\,|G_{21}|^2\,4v^2\sin^2k\,\frac{\sin q}{\sin k}=\Gamma_L\Gamma_R|G_{21}|^2 .\qquad(3)$$

Its site energies are $\bar\varepsilon\pm\delta/2$, its hopping $-t$. With wide-band widths $\Gamma$, $x=E-\bar\varepsilon$, $g=\Gamma/2$, $\Omega^2=t^2+\delta^2/4$, $\delta=\delta_0+\alpha eV$,

$$T=\frac{\Gamma^2t^2}{AB},\qquad A=(x-\Omega)^2+g^2,\quad B=(x+\Omega)^2+g^2 .\qquad(4)$$

$$\mathcal A(\delta)=\int T\,dE=\frac{2\pi g\,t^2}{\Omega^2+g^2}=\frac{4\pi\Gamma t^2}{4t^2+\delta^2+\Gamma^2}.\qquad(7)$$

Inputs: $\bar\varepsilon=0.10$, $t=0.03$, $\Gamma=0.05$ eV, $\alpha=0.6$; $\delta_0=0$ (aligned) or $-0.40$ eV (detuned).

### Proof of (b)

Exchanging $V\to-V$ exchanges the two Fermi functions in $W$, so $W(E,-V)=-W(E,V)$. Then $I(-V)=-(2e/h)\int T(E,-V)W(E,V)\,dE$, and adding $I(V)$ gives the stated formula. If $T$ does not depend on $V$ the bracket vanishes. An asymmetric shape of $T(E,0)$ about $E_F$ does not help, because both polarities integrate over the same window. Unequal couplings to the two electrodes do not help either, because they enter (2) only through the one function $T(E,0)$. Rectification requires a part of $T(E,V)$ that is odd in $V$. In a mirror-symmetric junction with a unique self-consistent solution, reflection maps the junction at $V$ onto the junction at $-V$, and since $T$ is the same in both directions, $T(E,-V)=T(E,V)$. Such a junction cannot rectify, although its $T$ may depend strongly on $V^2$, as in the aligned bridge.

### Proof of (c)

Since $\partial_Vf(E-\eta eV)=\eta e\,[-f'(E-\eta eV)]$ and $-\partial_Vf(E+(1-\eta)eV)=(1-\eta)e\,[-f'(E+(1-\eta)eV)]$,

$$\frac{dI_0^\eta}{dV}=G_0\int T(E,0)\,\big\{\eta\,[-f_L']+(1-\eta)\,[-f_R']\big\}\,dE .$$

The Fermi function decreases, so $-f'\ge0$, and the weights $\eta$, $1-\eta$ and the transmission are non-negative. The slope is therefore non-negative. At zero temperature $-f'$ is a delta function and the slope is $G_0[\eta T(\mu_L,0)+(1-\eta)T(\mu_R,0)]$. An isolated peak in $T(E,0)$, crossed by one window edge while $T$ at the other edge varies slowly, produces a peak in $dI_0/dV$ and a step in $I_0$; a dip crossed by the other edge at the same bias can cancel it. In no case does $I_0$ itself have a peak. The bound follows from $|f_L-f_R|\le1$. It makes no use of $\eta$ being constant, so it also holds if $\eta$ is refitted at each voltage; it is informative when the window contains only an isolated group of resonances of finite area. For the true current the product rule applied to (1) gives

$$\frac{dI}{dV}=\frac{G_0}{2}\int T(E,V)\,\big\{[-f_L']+[-f_R']\big\}\,dE+\frac{2e}{h}\int\partial_VT(E,V)\,W(E,V)\,dE .$$

The first term describes the window growing and is non-negative. The second describes the change of the curve inside the window. In the aligned bridge at 1 V the edges lie in the tails of small peaks, the first term is small, and the second dominates.

### Proof of (d)

Taylor expansion gives $f(E\mp eV/2)=f\mp\tfrac12eVf'+\tfrac18(eV)^2f''\mp\tfrac1{48}(eV)^3f'''+\dots$, and in the difference the even orders cancel:

$$W=eV(-f')-\tfrac1{24}(eV)^3f'''+O(V^5).$$

With $T(E,V)=T+V\partial_VT+\tfrac12V^2\partial_V^2T+\dots$, all taken at $V=0$, the orders $V$ and $V^2$ of (1) are the stated $G_1$ and $G_2$. For the cubic order, two integrations by parts turn $-\int Tf'''dE$ into $\int T''(-f')\,dE$, where primes on $T$ denote energy derivatives, so

$$G_3=G_0\int\Big[\tfrac12\partial_V^2T+\tfrac{e^2}{24}T''\Big](-f')\,dE .$$

The frozen current with $\eta=1/2$ drops all derivatives with respect to $V$. It has the correct $G_1$, it has $G_2=0$, and it keeps only the second part of $G_3$. In a mirror-symmetric junction $T$ is even in $V$, $\partial_VT=0$ at $V=0$, and the first error is the missing $\tfrac12\partial_V^2T$. For general $\eta$, part (a) gives $\partial_VT=-\lambda eT'$, so $G_1$ is unchanged and $G_2^\eta=-G_0\lambda e\int T'(-f')\,dE$. If $\int T'(-f')\,dE\ne0$, one value of $\lambda$ reproduces the true $G_2$, but finding it requires the true $\partial_VT$, and it is a legitimate window placement only if $|\lambda|\le1/2$.

### Proof of (e)

The difference is $(2e/h)\int[T(E,V)-T(E,0)]W\,dE$. The window function has one sign at given $V$, and its integral is $eV$: the quantity $\int[f(E-a)-f(E-b)]\,dE$ vanishes at $a=b$ and has derivative $\int(-f')\,dE=1$ with respect to $a$, so it equals $a-b$. Hence $\int|W|\,dE=e|V|$, which gives the bound. At zero temperature only energies inside the window enter the supremum.

With wide-band leads, a common shift $s$ of all levels turns $T(E,0)$ into $T(E-s,0)$, so against such a shift the frozen recipe is reliable when $s$ is small compared with the energy scale on which $T$ varies inside the window. Far from resonance, and away from any zero of $T$ caused by destructive interference, that scale is a fraction of the distance $d$ from the window to the nearest level: $T$ falls as $d^{-2}$ for a single level and as $d^{-4}$ for the bridge when $d\gg\Omega$, so $T/|T'|$ is about $d/2$ and $d/4$. Between two levels $T'$ can vanish, as at $x=0$ in (4), and the scale is then set by the curvature of $T$. Near an interference zero the scale is set by the distance to the zero, however far away the levels are. Once a level approaches the window it is the width $\Gamma$, which is far smaller than the bias needed to reach the level whenever $\Gamma$ is small compared with the level's distance from $E_F$. Changes of the Hamiltonian other than a common shift are not controlled by this scale. By (4), the aligned bridge far from resonance has $T\approx\Gamma^2t^2/d^4$, so doubling $t$ multiplies $T$ by about four although it moves the eigenvalues only by $t\ll d$.

## A level that shifts by charging alone

In the bridge the shift was an input. A single level shows how self-consistency generates a shift and what one shifting level can and cannot do.

For one orbital of energy $\varepsilon$ coupled to both wide-band leads, the matching argument above gives $G=1/(E-\varepsilon+i\Gamma/2)$ with $\Gamma=\Gamma_L+\Gamma_R$, and $T=\Gamma_L\Gamma_R|G|^2$. Define the normalized Lorentzian $D(x)=(\Gamma/2\pi)/(x^2+\Gamma^2/4)$, so that $|G|^2=(2\pi/\Gamma)D(E-\varepsilon)$, and $\gamma_i=\Gamma_i/\Gamma$. The peak height $4\Gamma_L\Gamma_R/\Gamma^2$ does not depend on $\varepsilon$.

The occupation follows from the same scattering states. A state incident from the left has weight $|c|^2=4v^2\sin^2k\,|G|^2$ on the orbital, and there are $dk/2\pi=dE/(2\pi\cdot2\beta\sin k)$ such states per lead site, which gives $(dE/2\pi)\,\Gamma_L|G|^2$. Adding the states from the right and the spin factor,

$$n=2\int\frac{dE}{2\pi}|G|^2(\Gamma_Lf_L+\Gamma_Rf_R)=2\big[\gamma_LN(\mu_L-\varepsilon)+\gamma_RN(\mu_R-\varepsilon)\big],$$

which is the NEGF density from $G^<=G\Sigma^<G^\dagger$. Here $N(x)=\int D(u)f(u-x)\,du$; at zero temperature $N(x)=\tfrac12+\tfrac1\pi\arctan(2x/\Gamma)$ and $N'=D$. At finite temperature $N'$ is the average of $D$ with weight $-f'$, still positive, and the steps below hold with that average in place of $D$. From (1),

$$I=\frac{2e}{h}\,\frac{2\pi\Gamma_L\Gamma_R}{\Gamma}\,\big[N(\mu_L-\varepsilon)-N(\mu_R-\varepsilon)\big].\qquad(8)$$

The current is symmetric in $\Gamma_L\leftrightarrow\Gamma_R$ at fixed $\varepsilon$, while the charge is not. The mean-field level is

$$\varepsilon=\varepsilon_0+a\,eV+U(n-n_0),\qquad(9)$$

where $n_0$ is the zero-bias occupation, $U\ge0$ the Hartree energy per added electron, and $a$ the shift the level would have at fixed charge. That shift comes from the Laplace potential between the electrodes, which lies between its boundary values $\pm eV/2$, so $|a|\le1/2$. The function $\varepsilon-Un(\varepsilon,V)$ has derivative $1+2U(\gamma_LD_L+\gamma_RD_R)\ge1$, with $D_{L,R}=D(\mu_{L,R}-\varepsilon)$, so (9) has exactly one solution at each bias.

Differentiate (9) with respect to $eV$, writing $\varepsilon'=d\varepsilon/d(eV)$ and using $d\mu_{L,R}/d(eV)=\pm\tfrac12$:

$$\varepsilon'=a+2U\big[\gamma_LD_L(\tfrac12-\varepsilon')+\gamma_RD_R(-\tfrac12-\varepsilon')\big].$$

With $P=U\gamma_LD_L$ and $Q=U\gamma_RD_R$, both non-negative, collecting $\varepsilon'$ gives

$$\varepsilon'=\frac{a+P-Q}{1+2P+2Q}.\qquad(10)$$

Then $\tfrac12-\varepsilon'=(\tfrac12-a+2Q)/(1+2P+2Q)\ge0$ and $\tfrac12+\varepsilon'=(\tfrac12+a+2P)/(1+2P+2Q)\ge0$. The level never moves faster than either chemical potential. Differentiating (8),

$$\frac{dI}{dV}=G_0\frac{2\pi\Gamma_L\Gamma_R}{\Gamma}\big[D_L(\tfrac12-\varepsilon')+D_R(\tfrac12+\varepsilon')\big]>0,$$

strictly, because the two non-negative brackets add up to 1. A single level that obeys (9) with $U\ge0$ and $|a|\le1/2$ between wide-band leads has no NDR and a fixed peak height. With wide-band leads, and with lead couplings and internal hoppings that do not depend on the bias, peak suppression needs at least two orbital energies that move relative to each other, since a common shift only slides the curve.

At $V=0$, $D_L=D_R=\rho=D(\varepsilon_0)$ because $D$ is even, and $\gamma_L+\gamma_R=1$, so

$$\lambda=\varepsilon'(0)=\frac{a+U\rho(\gamma_L-\gamma_R)}{1+2U\rho}.$$

For $U=0$ this is the bare value $a$. For $U\rho\gg1$ it tends to $(\gamma_L-\gamma_R)/2$, whatever $a$ is: the level moves so that its charge stays fixed, and it follows the electrode to which it is more strongly coupled. By (d), at zero temperature $G_2=G_0\,e\lambda\,\partial T/\partial\varepsilon$ with $\partial T/\partial\varepsilon=-2\varepsilon_0\Gamma_L\Gamma_R/(\varepsilon_0^2+\Gamma^2/4)^2$ at $E=0$.

The chosen inputs are $\varepsilon_0=0.5$ eV, $\Gamma_L=0.10$ eV, $\Gamma_R=0.02$ eV, $U=1.0$ eV and $a=0$, so that all shifts come from charging. Then $\gamma_L=0.83333$, $\gamma_R=0.16667$, $\varepsilon_0^2+\Gamma^2/4=0.2536$ eV², and

- $n_0=1-(2/\pi)\arctan(1/0.12)=0.076031$,
- $\rho=(0.12/2\pi)/0.2536=0.07531$ eV⁻¹,
- $\lambda=0.07531\,(0.83333-0.16667)/(1+2\times0.07531)=0.043634$,
- $T(E_F,0)=0.002/0.2536=0.0078864$, so $G_1=77.481\times0.0078864=0.61105$ µS,
- $\partial T/\partial\varepsilon=-2(0.5)(0.002)/0.2536^2=-0.031098$ eV⁻¹,
- $G_2=77.481\times0.043634\times(-0.031098)=-0.10514$ µA/V².

The value of $G_2$ was confirmed from the even part of the current at small bias, with the density and current obtained by quadrature and (9) solved by root finding, and (10) was confirmed by finite differences of that solution. The ratio $G_2/G_1\approx-0.17$ per volt shows that the quadratic correction is modest at low bias. The peak transmission is $0.008/0.0144=0.55556$ at every bias, and the saturation current from (8) is $77.481\times2\pi\times0.002/0.12=8.1138$ µA for both polarities.

At $|V|=1.2$ V the upper edge of the window is at 0.6 eV, above $\varepsilon_0$, and the frozen recipe has most of the resonance inside: $I_0^{1/2}=\pm6.5773$ µA. The self-consistent solutions differ. At $+1.2$ V the strongly coupled left electrode fills the level, $n=0.2808$ and $\varepsilon=0.5+1.0\,(0.2808-0.0760)=0.7048$ eV. The level has retreated about 0.10 eV above $\mu_L$, it rises at the rate $\varepsilon'=0.3420$, and $I=1.2246$ µA. At $-1.2$ V the filling comes through the weak right contact while the strong left contact drains the level, so $n=0.1822$ and $\varepsilon=0.5+1.0\,(0.1822-0.0760)=0.6062$ eV, almost at $\mu_R=0.6$ eV. A little less than half of the resonance is in the window and $I=-3.6645$ µA. The ratio is $3.6645/1.2246=2.99$. At 300 K the numerically computed currents are 1.2809 and $-3.7020$ µA.

The choice $\eta=\tfrac12-\lambda=0.45637$ makes the frozen current correct through order $V^2$. At $\pm1.2$ V it gives 5.6557 and $-6.9971$ µA. The direction of rectification is right, but the ratio is only about 1.2, and at negative bias the value is further from the true $-3.6645$ µA than the uncorrected $-6.5773$ µA was. The reason is visible in the slope: $\varepsilon'=-0.3117$ at $-1.2$ V has the opposite sign to $\lambda$. The linear shift lowers the level at negative bias, whereas near resonance the level gains charge and rises for both polarities. The largest part of the shift at this bias is even in $V$, and no constant $\eta$ describes it. For this model one could restore the exact current with $\eta(V)=\tfrac12-[\varepsilon(V)-\varepsilon_0]/eV$, because only a rigid shift occurs, but $\varepsilon(V)$ is the result of the calculation that the recipe was meant to avoid.

The numbers describe what a spin-restricted mean-field calculation does. With $U$ several times larger than $\Gamma$, as here, a real level is in the Coulomb-blockade regime, where its energy does not rise smoothly with a fractional occupation, and a static mean field with a local or semilocal functional misses that physics. The example shows the gap between the frozen and the self-consistent answer within one and the same theory.

## The electrodes shift too, and the limits of equation (1)

The wide-band limit removed a third source of bias dependence. In the symmetric convention the lead bands move in opposite directions, $U_L=+eV/2$ and $U_R=-eV/2$, so the self-energies at finite bias are $\Sigma_L(E-eV/2)$ and $\Sigma_R(E+eV/2)$ in terms of their zero-bias forms. By (3), $T$ is proportional to $\sin k\,\sin q$ and is non-zero only where both leads have propagating states. Chains of bandwidth $4\beta$ have no common energy once $e|V|>4\beta$, and the elastic current is then zero, while the frozen current with $\eta=1/2$ has, at zero temperature, saturated at its largest value, since its window then covers the whole zero-bias band. In real junctions the same mechanism acts whenever an electrode has a band edge, a gap or a narrow band near $E_F$. A rigid slide of $T(E,0)$ cannot represent it, since the left and right features move oppositely.

A current–voltage curve within NEGF and density-functional theory therefore needs, at each voltage, shifted self-energies, a density that includes the states in the window with their left and right weights, a Poisson solution that matches both electrode potentials, and a new $T(E,V)$. A cheap test of the shortcut follows from (e): one self-consistent calculation at each of $\pm V_{\max}$ shows whether $T(E,\pm V_{\max})$ still lies on $T(E,0)$ within the window. This is a check at two voltages only. A resonance that forms and disappears between them, as in the detuned bridge, can be missed if the voltages are far apart compared with $2\max(t,\Gamma)/\alpha e$, which by (7) is the order of its width in bias.

Statements (b) and (c) about the frozen current are properties of formula (2) and hold for any non-negative $T(E,0)$; statement (d) needs in addition, at zero temperature, that $T(E,0)$ be smooth at $E_F$, since a step there makes the frozen $G_1$ depend on $\eta$. The statements about the true current assume formula (1). They do not cover inelastic scattering by vibrations, where electrons change energy in the junction, nor strong correlation, nor bound states, either decoupled from the leads or lying at energies outside the bands of both leads, whose filling the scattering states do not determine. They also assume that the self-consistent solution is unique and smooth in $V$; if it is multivalued, the expansion in (d) holds on each branch separately and the mirror-symmetry argument in (b) can fail.

## Table of computed values

```
G0 = 77.481 uS
kT(300 K) = 0.025852 eV
A inputs: e0=0.5, GL=0.1, GR=0.02, U=1.0 eV, a=0, |V|=1.2 V
A gammaL = 0.83333
A gammaR = 0.16667
A n0 = 0.076031
A rho = 0.07531 1/eV
A lambda = 0.043634
A T(EF,0) = 0.0078864
A peak T (any V) = 0.55556
A dT/deps = -0.031098 1/eV
A G1 = 0.61105 uS
A G2 = -0.10514 uA/V^2
A saturation current = 8.1138 uA
A V=+1.2: eps=0.7048 eV, n=0.2808, deps/deV=0.3420
A V=+1.2: I=1.2246 uA, I(300K)=1.2809 uA
A V=+1.2: I0(eta=1/2)=6.5773 uA, I0(1/2-lam)=5.6557 uA
A V=-1.2: eps=0.6062 eV, n=0.1822, deps/deV=-0.3117
A V=-1.2: I=-3.6645 uA, I(300K)=-3.7020 uA
A V=-1.2: I0(eta=1/2)=-6.5773 uA, I0(1/2-lam)=-6.9971 uA
A eta=1/2-lambda = 0.45637
A |I(-)/I(+)| = 2.9924
B inputs: ebar=0.1, t=0.03, Gamma=0.05 eV, alpha=0.6
B1: delta0=0.0 eV, Omega(0)=0.0300 eV, Tmax(0)=1
B1: area(0)=0.0927 eV, frozen bound=7.183 uA
B1 V=+0.2000: delta=0.120 eV, Omega=0.0671 eV, Tmax=0.2
   area=0.02758 eV, I=1.06 uA, I0=3.584 uA
   300K: I=1.051 uA, I0=3.574 uA
B1 V=+0.5000: delta=0.300 eV, Omega=0.1530 eV, Tmax=0.03846
   area=0.005884 eV, I=0.3552 uA, I0=7.164 uA
   300K: I=0.3528 uA, I0=7.112 uA
B1 V=+1.0000: delta=0.600 eV, Omega=0.3015 eV, Tmax=0.009901
   area=0.001545 eV, I=0.1169 uA, I0=7.182 uA
   300K: I=0.1152 uA, I0=7.181 uA
B1: current maximum 1.17 uA at 0.1598 V; dI/dV(1 V)=-0.224 uS
B2: delta0=-0.4 eV, Omega(0)=0.2022 eV, Tmax(0)=0.022
B2: area(0)=0.003404 eV, frozen bound=0.2638 uA
B2 V=+0.6667: delta=0.000 eV, Omega=0.0300 eV, Tmax=1
   area=0.0927 eV, I=7.177 uA, I0=0.2444 uA
   300K: I=7.174 uA, I0=0.2296 uA
B2 V=-0.6667: delta=-0.800 eV, Omega=0.4011 eV, Tmax=0.005594
   area=0.0008752 eV, I=-0.03055 uA, I0=-0.2444 uA
   300K: I=-0.02716 uA, I0=-0.2296 uA
B2 V=+1.0000: delta=0.200 eV, Omega=0.1044 eV, Tmax=0.08257
   area=0.01227 eV, I=0.9492 uA, I0=0.2622 uA
   300K: I=0.949 uA, I0=0.2619 uA
B2: current maximum 7.177 uA at 0.6667 V; dI/dV(1 V)=-4.944 uS
B1 I0/I at 1 V = 61.412
B2 resonance bias = 0.66667 V
B2 |I(+)/I(-)| = 234.94
```
